# Scaling estimates of the electron-gas bandwidth: exchange, static and dynamic screening

## Problem

Take the unpolarized electron gas at zero temperature with $r_s=4$, in Hartree atomic units. The free energies are $\varepsilon_k=k^2/2$, the occupations $n_k=\theta(k_F-k)$, the density $n=k_F^3/3\pi^2$ and the bare interaction $v=4\pi/q^2$. The screened interaction is $W=v/\epsilon=v(1+w)$, with $w=1/\epsilon-1$. All self-energies are built from the free, time-ordered Green function:

$$\Sigma(k,\omega)=i\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega'}{2\pi}\,e^{i\omega'0^+}G_0(\mathbf k+\mathbf q,\omega+\omega')\,W(q,\omega'),\qquad G_0(k,\omega)=\frac{1-n_k}{\omega-\varepsilon_k+i\eta}+\frac{n_k}{\omega-\varepsilon_k-i\eta}.\tag{1}$$

Evaluate $\Sigma$ at $k=0$ and $k=k_F$, and find the width of the occupied band, in four schemes: Hartree-Fock ($w=0$); static COHSEX; the Lundqvist plasmon pole, $w(q,\omega')=\omega_p^2/(\omega'^2-\omega_q^2)$ with $\omega_q^2=\omega_p^2+k_F^2q^2/3+q^4/4$; and $G_0W_0$ with the full RPA dielectric function.

The scales follow from $r_s$: $k_F=(9\pi/4)^{1/3}/r_s=0.47979$ bohr$^{-1}$, $\varepsilon_F=0.11510$ Ha, $\omega_p=\sqrt{4\pi n}=\sqrt{3/r_s^3}=0.21651$ Ha and $k_{TF}^2=4k_F/\pi=0.61089$ bohr$^{-2}$. Since $\omega_p^2=4k_F^3/3\pi$, one has $\omega_p^2/k_{TF}^2=k_F^2/3$.

A frequency-dependent $\Sigma$ has no unique bandwidth until its frequency argument is fixed. The $\Sigma$ of (1) has its Fermi level at $\varepsilon_F$, while the interaction moves the quasiparticle at $k_F$ away from $\varepsilon_F$. A change of the energy zero alone cannot align the two. The prescription used here shifts every energy in $G_0$ by $\Delta=\Sigma(k_F,\varepsilon_F)$. This leaves $W$ unchanged, since it depends only on energy differences, and by (1) it replaces $\Sigma(k,\omega)$ by $\Sigma(k,\omega-\Delta)$, so the quasiparticle energy obeys $\tilde E_k=\varepsilon_k+\mathrm{Re}\,\Sigma(k,\tilde E_k-\Delta)$. In terms of $E_k=\tilde E_k-\Delta$ the equation becomes $E_k=\varepsilon_k+\mathrm{Re}\,\Sigma(k,E_k)-\Delta$. It gives $E_{k_F}=\varepsilon_F$, so the bandwidth is $\varepsilon_F-E_0$, with three levels of solution. On shell, $E_0\approx D\equiv\mathrm{Re}\,\Sigma(0,0)-\Delta$. Linearized, $E_0=D+E_0\,\partial_\omega\mathrm{Re}\,\Sigma(0,0)$, hence $E_0=Z_0D$ with $Z=1/(1-\partial_\omega\mathrm{Re}\,\Sigma)$. In full, $E_0$ is the root of $E_0=\mathrm{Re}\,\Sigma(0,E_0)-\Delta$ near zero. For a static $\Sigma$ the three coincide. Positive $D$ means a narrower band.

## First estimate by scaling

Bare exchange has the size $v(k_F)\,n=(4\pi/k_F^2)(k_F^3/3\pi^2)=4k_F/3\pi\approx0.20$ Ha. Since $k_F$ is the only momentum scale, it changes by a fraction of order one between $k=0$ and $k_F$, and it is most negative at $k=0$, where the Fermi sphere is centred on the peak of $v$. The widening is therefore of order $0.2$ Ha, comparable with or larger than $\varepsilon_F$; scaling does not fix the numerical prefactor.

With static screening the exchange is $-\int_{p<k_F}d^3p\,W(|\mathbf k-\mathbf p|)/(2\pi)^3$. The Thomas-Fermi form expands as $W=4\pi/(q^2+k_{TF}^2)\approx(4\pi/k_{TF}^2)(1-q^2/k_{TF}^2)$. The constant shifts all states alike. In the second term the average of $|\mathbf k-\mathbf p|^2$ over the Fermi sphere is $k^2+\tfrac35k_F^2$, and the sphere holds $n/2$ electrons of the same spin, so

$$-D_{\rm static}\approx\frac{n}{2}\,\frac{4\pi k_F^2}{k_{TF}^4}=\frac{\omega_p^2k_F^2}{2k_{TF}^4}=\frac{(2\varepsilon_F)^2}{6k_{TF}^2}=\frac{0.2302^2}{6\times0.6109}\approx0.014\ \text{Ha}.$$

This is a widening an order of magnitude smaller than the exchange one.

The dynamics enters because an electron that excites a plasmon recoils. The energy denominators are $\omega_q\pm x$, with $x=\omega-\varepsilon_{\mathbf k+\mathbf q}$, and the static limit drops $x$. The measure $d^3q\,v/(2\pi)^3$ equals $(2/\pi)\,dq$ after the angular integration, and the static strength is $(2/\pi)\int dq\,\omega_p^2/2\omega_q^2\sim k_F/\pi$ if $\omega_q\approx\omega_p$ for $q<k_F$ and larger $q$ are dropped. As a rough scale, each power of $x$ is counted as a factor $\varepsilon_F/\omega_p=0.53$. On shell $x=-q^2/2-\mathbf k\cdot\mathbf q$, whose angular average does not depend on $k$. The occupied term $1/(\omega_q+x)$ and the empty term $-1/(\omega_q-x)$ both have the first-order part $-x/\omega_q^2$, so only this full average enters and the first power cannot change the on-shell $D$. The second power enters with a plus sign for occupied intermediate states and a minus sign for empty ones. For $q<k_F$ all intermediate states are occupied at $k=0$ and fewer than half at $k_F$, so these transfers raise the band bottom relative to the state at $k_F$:

$$D_{\rm dyn}\sim\frac{k_F}{\pi}\Big(\frac{\varepsilon_F}{\omega_p}\Big)^2=0.1527\times0.283\approx0.043\ \text{Ha}.$$

A frequency derivative costs $1/\omega_p$, so $-\partial_\omega\Sigma\sim(k_F/\pi)/\omega_p=0.71$ and $Z\sim1/1.71\approx0.59$. The estimate is $D\sim0.043-0.014=0.029$ Ha and $E_0\sim0.59\times0.029\approx0.017$ Ha: a narrowing of a few tenths of an eV.

## Exact solution

Sums, differences and products quoted to five decimals were formed before rounding, so they can differ by one unit in the last place from the same operation on the rounded entries.

### Angular reduction and exchange

For any $f(q,\mu)$, with $\mu$ the cosine between $\mathbf k$ and $\mathbf q$, the $q^2$ of the measure cancels the $1/q^2$ of $v$:

$$\int\!\frac{d^3q}{(2\pi)^3}\,v\,f=\frac{4\pi\cdot4\pi}{8\pi^3}\int_0^\infty\!dq\,\langle f\rangle=\frac2\pi\int_0^\infty\!dq\,\langle f\rangle,\qquad\langle f\rangle=\frac12\int_{-1}^1\!d\mu\,f .$$

The state $\mathbf k+\mathbf q$ is occupied when $k^2+q^2+2kq\mu<k_F^2$, that is for $\mu<m=(k_F^2-k^2-q^2)/2kq$, with $m$ clipped to $[-1,1]$, and $\langle n\rangle=(1+m)/2$. At $k=0$, $\langle n\rangle=\theta(k_F-q)$. At $k_F$, $m=-q/2k_F$ and $\langle n\rangle=\tfrac12(1-q/2k_F)$ for $q<2k_F$, zero beyond.

For the bare part of $W$ the factor $e^{i\omega'0^+}$ closes the contour above, where only the occupied pole lies, and $i\cdot2\pi i\,n/2\pi=-n$. So $\Sigma_x=-(2/\pi)\int dq\,\langle n\rangle$, which gives $\Sigma_x(0)=-2k_F/\pi=-0.30544$ Ha and $\Sigma_x(k_F)=-(2k_F-k_F)/\pi=-0.15272$ Ha. The Hartree-Fock bandwidth is $\varepsilon_F+k_F/\pi=0.11510+0.15272=0.26782$ Ha.

### The RPA dielectric function

In the RPA $\epsilon=1-v\chi_0$, with

$$\chi_0(q,\omega)=2\int_{p<k_F}\!\frac{d^3p}{(2\pi)^3}\Big[\frac1{\omega-\delta}-\frac1{\omega+\delta}\Big],\qquad\delta=\mathbf p\cdot\mathbf q+\frac{q^2}2 .\tag{2}$$

In this subsection $\omega$ is the frequency of the density response. Slice the sphere perpendicular to $\mathbf q$ at height $k_Ft$, so that $d^3p=\pi k_F^3(1-t^2)\,dt$. With $z=q/2k_F$ and $u=\omega/qk_F$ one has $\delta=qk_F(t+z)$, and the bracket equals $-[1/(z-u+t)+1/(z+u+t)]/qk_F$. Writing $1-t^2=(1-a^2)+(a-t)(a+t)$ does the integral:

$$g(a)=\int_{-1}^1\!\frac{1-t^2}{a+t}\,dt=(1-a^2)\ln\frac{a+1}{a-1}+2a,\qquad\chi_0=-\frac{k_F}{\pi^2}\,\frac{g(z-u)+g(z+u)}{8z}.$$

The prefactor is $2\pi k_F^3/(8\pi^3qk_F)=k_F^2/4\pi^2q=(k_F/\pi^2)/8z$. Real frequencies are approached from above. Expanding $1/(a+t)$ in $t/a$ gives $g=4/3a+4/15a^3+\dots$ at large $a$.

Three limits follow. At $u=0$ and small $z$ the imaginary parts cancel, $\mathrm{Re}\,g(z)\approx2z+2z$, and $\epsilon=1+k_{TF}^2/q^2$. At $u=0$ and large $z$, $\chi_0=-(k_F/\pi^2)/3z^2=-4n/q^2$ and $w\to-4\omega_p^2/q^4$. At large $u$ the first term of the series gives $\tfrac43\cdot2z/(z^2-u^2)\approx-8z/3u^2$, and at small $z$ the second gives $\tfrac4{15}(-6z/u^4)$, so $\epsilon=1-(\omega_p^2/\omega^2)(1+\tfrac35k_F^2q^2/\omega^2)$.

The pole model shares the first two limits. Its static value is $1+w=(k_F^2q^2/3+q^4/4)/\omega_q^2\to q^2/k_{TF}^2$ at small $q$, and $w\to-4\omega_p^2/q^4$ at large $q$. It also has $w\to\omega_p^2/\omega^2$ at high frequency, as the RPA has for every $q$; this is the f-sum rule. The coefficient $1/3$ is fixed by static screening and differs from the $3/5$ of the RPA plasmon, $\omega^2=\omega_p^2+\tfrac35k_F^2q^2$, because the single pole stands for the plasmon and the particle-hole continuum together. Between the limits the model screens differently: at $q=k_F$, where $\omega_q=0.27890$ Ha, it gives $1/\epsilon=0.397$ against $0.292$ in the RPA.

### Frequency integral

Three frequencies now appear: $\omega$ is the external frequency of $\Sigma$, $\omega'$ the frequency carried by $W$ in (1), and $\omega''>0$ the energy of an excitation of the gas. The retarded $w$ is analytic in the upper half plane and decays, so it is fixed by $b(q,\omega'')=-\mathrm{Im}\,w(q,\omega'')/\pi\ge0$. Its time-ordered form, even in $\omega'$, is

$$w(q,\omega')=\int_0^\infty\!d\omega''\,b(q,\omega'')\,\Big[\frac1{\omega'-\omega''+i\eta}-\frac1{\omega'+\omega''-i\eta}\Big].\tag{3}$$

Insert this in (1) and integrate over $\omega'$. The empty part of $G_0$ has its pole below the axis, so close above, on the pole at $\omega'=-\omega''$ with residue $-1$; the factor is $i\cdot i\cdot(-1)=+1$. The occupied part has its pole above, so close below, on the pole at $\omega'=+\omega''$ with residue $+1$; the factor is $i\cdot(-i)=+1$. Thus

$$\Sigma_c(k,\omega)=\frac2\pi\int_0^\infty\!dq\int_0^\infty\!d\omega''\,b\,\Big\langle\frac{1-n}{x-\omega''+i\eta}+\frac{n}{x+\omega''-i\eta}\Big\rangle,\qquad x=\omega-\varepsilon_{\mathbf k+\mathbf q}.\tag{4}$$

### Static COHSEX

Setting $x=0$ turns the bracket into $(2n-1)/\omega''$, and (3) at $\omega'=0$ gives $\int d\omega''\,b/\omega''=-w(q,0)/2$. Hence $\Sigma_c=(2/\pi)\int dq\,w(q,0)(\tfrac12-\langle n\rangle)$. Adding $\Sigma_x$ to the part proportional to $\langle n\rangle$ separates screened exchange from the Coulomb hole:

$$\Sigma_{SEX}(k)=-\frac2\pi\int_0^\infty\!dq\,\frac{\langle n\rangle}{\epsilon(q,0)},\qquad\Sigma_{COH}=\frac1\pi\int_0^\infty\!dq\,w(q,0).$$

The static Coulomb hole contains no $k$, so it drops out of the bandwidth. For the pole model $w(q,0)=-4\omega_p^2/(q^4+\tfrac43k_F^2q^2+4\omega_p^2)$. Factor the denominator as $(q^2+\alpha^2)(q^2+\beta^2)$, with $\alpha\beta=2\omega_p$ and $(\alpha+\beta)^2=\tfrac43k_F^2+4\omega_p$; here $\alpha,\beta$ are complex conjugates with positive real part. Partial fractions and $\int_0^\infty dq/(q^2+\alpha^2)=\pi/2\alpha$ give

$$\int_0^\infty\!\frac{dq}{(q^2+\alpha^2)(q^2+\beta^2)}=\frac{\pi/2\alpha-\pi/2\beta}{\beta^2-\alpha^2}=\frac{\pi}{2\alpha\beta(\alpha+\beta)},\tag{5}$$

$$\Sigma_{COH}=-\frac{\omega_p}{2\sqrt{\omega_p+k_F^2/3}}=-\frac{0.21651}{2\sqrt{0.21651+0.07673}}=-0.19991\ \text{Ha}.$$

The other integrals were done by Gauss-Legendre quadrature on panels refined toward $0$, $k_F$ and $2k_F$. With RPA screening $\Sigma_{SEX}(0)=-0.03282$ Ha, $\Sigma_{SEX}(k_F)=-0.02730$ Ha and $\Sigma_{COH}=-0.23389$ Ha, so the totals are $-0.26670$ and $-0.26119$ Ha and $D=-0.00551$ Ha. With pole screening $\Sigma_{SEX}=-0.04128$ and $-0.03559$ Ha, the totals are $-0.24119$ and $-0.23550$ Ha, and $D=-0.00570$ Ha. The two static models differ by about $0.026$ Ha in the position of the band and by $0.0002$ Ha in its width.

### Plasmon pole

The model corresponds to $b=(\omega_p^2/2\omega_q)\,\delta(\omega''-\omega_q)$, since the bracket of (3) is then $2\omega_q/(\omega'^2-\omega_q^2)$. Write $x=A-kq\mu$ with $A=\omega-(k^2+q^2)/2$. Integrating over $\mu$ from $-1$ to $m$ for the occupied term and from $m$ to $1$ for the empty one,

$$\Sigma_c=\frac2\pi\int_0^\infty\!dq\,\frac{\omega_p^2}{2\omega_q}\,\frac1{2kq}\Big[\ln\frac{\omega_q+A+kq}{\omega_q+A-kqm}-\ln\frac{\omega_q-A+kq}{\omega_q-A+kqm}\Big].\tag{6}$$

At $k=0$ there is no angle to average, and

$$\Sigma_c(0,\omega)=\frac2\pi\Big[\int_0^{k_F}\!\frac{\omega_p^2\,dq}{2\omega_q(\omega_q-q^2/2+\omega)}-\int_{k_F}^\infty\!\frac{\omega_p^2\,dq}{2\omega_q(\omega_q+q^2/2-\omega)}\Big].$$

At $k_F$ and $\omega=\varepsilon_F$, $A=-q^2/2$. For $q<2k_F$, $kqm=-q^2/2$ makes both denominators in (6) equal to $\omega_q$, and the bracket is $\ln[(\omega_q+k_Fq-q^2/2)/(\omega_q+k_Fq+q^2/2)]$. For $q>2k_F$, $m=-1$ removes the first logarithm, leaving $-\ln[(\omega_q+q^2/2+k_Fq)/(\omega_q+q^2/2-k_Fq)]$.

On shell these self-energies are real. At $k=0$, $\omega_q>q^2/2$ keeps the occupied denominator positive; at $k_F$, occupied states have $x\ge0$ and empty ones $x\le0$, so neither denominator of (4) vanishes. A hole at the band bottom cannot emit a real plasmon, and the model has no other decay channel. The occupied denominator at $k=0$ vanishes only when $-\omega$ equals $\omega_q-q^2/2$ for some $q<k_F$. The derivative of this function with respect to $q^2$ is $(k_F^2/3+q^2/2)/2\omega_q-\tfrac12$. It is negative when $(k_F^2/3+q^2/2)^2<\omega_q^2$, which after cancelling $k_F^2q^2/3+q^4/4$ on both sides reads $k_F^2/3<\omega_p$, and here $0.077<0.217$. The function therefore falls monotonically from $\omega_p=0.217$ Ha at $q=0$ to $0.27890-0.11510=0.164$ Ha at $k_F$. Plasmon emission by the hole makes $\Sigma_c(0,\omega)$ complex in the window $-0.217<\omega<-0.164$ Ha, and below $-\omega_p$ it is real again. That region lies far from $E_0$ and is not treated here. Where no denominator vanishes, differentiating (4) gives $-\partial_\omega\Sigma_c$ as an integral of $b$ over squared denominators, which is positive, so $Z<1$.

Adaptive quadrature gives $\Sigma_c(0,0)=0.11542$ Ha and $\Sigma_c(k_F,\varepsilon_F)=-0.04876$ Ha. With exchange the totals are $-0.19003$ and $-0.20148$ Ha, so $D=+0.01145$ Ha. Central differences with step $10^{-3}$ Ha give $Z_0=0.536$ and $Z_F=0.676$. The linearized shift is $0.536\times0.01145\approx0.0061$ Ha, and Brent's method gives the root $E_0=0.0062$ Ha.

### Origin of the narrowing in the pole model

Scale $\omega_q\to\lambda\omega_q$ and $\omega_p\to\lambda\omega_p$. The static $w=-\omega_p^2/\omega_q^2$ is unchanged, and $\lambda\to\infty$ is COHSEX. Expanding both denominators geometrically,

$$\frac{n}{\omega_q+x}-\frac{1-n}{\omega_q-x}=\frac{2n-1}{\omega_q}-\frac{x}{\omega_q^2}+\frac{(2n-1)x^2}{\omega_q^3}-\frac{x^3}{\omega_q^4}+\dots,$$

and with the weight $\omega_p^2/2\omega_q$ the term in $x^j$ scales as $\lambda^{-j}$.

At order $1/\lambda$, $\langle x\rangle=-q^2/2$ on shell, and the coefficient $(2/\pi)\int dq\,q^2\omega_p^2/4\omega_q^3=0.0635$ Ha is the same for every $k$. It lifts the whole band.

At order $1/\lambda^2$ the average $\langle(2n-1)x^2\rangle$ is needed. At $k=0$ it is $+q^4/4$ for $q<k_F$ and $-q^4/4$ beyond. At $k_F$ put $y=-x=q^2/2+k_Fq\mu$, so that $d\mu/2=dy/2k_Fq$ and occupied states have $y<0$. For $q<2k_F$, with $a=k_Fq$ and $c=q^2/2$,

$$\langle(2n-1)x^2\rangle=\frac{(a-c)^3-(a+c)^3}{6k_Fq}=-\frac{6a^2c+2c^3}{6k_Fq}=-\Big(\frac{k_Fq^3}{2}+\frac{q^5}{24k_F}\Big),$$

and for $q>2k_F$ it is $-(q^4/4+k_F^2q^2/3)$. The difference between $k=0$ and $k_F$ is positive in each range: manifestly for $q<k_F$; equal to $q^3(2k_F-q)/4+q^5/24k_F$ for $k_F<q<2k_F$; equal to $k_F^2q^2/3$ beyond. The leading dynamical contribution to $D$ is therefore positive at any density in this model. Weighted with $(2/\pi)\,\omega_p^2/2\omega_q^4$, it integrates to $0.0311$ Ha at $r_s=4$, of which $0.0167$ Ha comes from $q<k_F$ and $0.0144$ Ha from larger $q$. The sign of $D$ itself still depends on density, because the static widening competes with this term: the on-shell $D$ of the pole model is $+0.005$ Ha at $r_s=2$ and $-0.058$ Ha at $r_s=1$, where the band is wider than the free one.

At order $1/\lambda^3$, $-\langle x^3\rangle=q^6/8+k^2q^4/2$ raises $k_F$ more than $k=0$ and so reduces $D$. At $\lambda=1$ the geometric series fails for part of the intermediate states, since at $k=q=k_F$ the largest $|x|$ is $3\varepsilon_F=0.345$ Ha, above $\omega_q=0.279$ Ha. The expansion identifies the mechanism, while the value at $\lambda=1$ comes from (6): $D-D_{\rm static}=0.01145+0.00570=0.01715$ Ha.

The same change appears in the dynamic form of the SEX and COH split. Regrouping the bracket of (4) as $1/(x-\omega_q)+n[1/(x+\omega_q)-1/(x-\omega_q)]$ gives $\Sigma_{COH}=(2/\pi)\int dq\,(\omega_p^2/2\omega_q)\langle1/(x-\omega_q)\rangle$ and $\Sigma_{SEX}=-(2/\pi)\int dq\,\langle n[1+w(q,x)]\rangle$. Gauss-Legendre quadrature in $q$ and $\mu$ gives $\Sigma_{SEX}=-0.03150$ and $-0.03130$ Ha at $k=0$ and $k_F$, nearly flat, and $\Sigma_{COH}=-0.15852$ and $-0.17018$ Ha. The Coulomb hole, constant in the static limit, now carries the whole positive $D$.

### $G_0W_0$ with RPA screening

The RPA $b$ has a continuum and, for $q$ below about $0.95\,k_F$, a sharp plasmon, and it is easier to integrate on the imaginary axis, where (3) at $\omega'=i\nu$ reads $w(q,i\nu)=-\int d\omega''\,b\,2\omega''/(\nu^2+\omega''^2)$. Formula (5) with $\alpha=|x|$, $\beta=\omega''$ gives

$$-\int_0^\infty\!\frac{d\nu}\pi\,w(q,i\nu)\frac{x}{x^2+\nu^2}=\int\!d\omega''\,b\,\frac{\mathrm{sgn}\,x}{|x|+\omega''}=\int\!d\omega''\,b\Big[\frac{\theta(-x)}{x-\omega''}+\frac{\theta(x)}{x+\omega''}\Big].$$

Subtract this from the bracket of (4). Because $1-n-\theta(-x)=\theta(x)-n$, the remainder is $[\theta(x)-n]$ times the bracket of (3) at $\omega'=x$, that is $[\theta(x)-n]\,w(q,|x|)$. Now add and subtract $w(q,0)$ in both pieces. Since $\int_0^\infty d\nu\,x/(x^2+\nu^2)=(\pi/2)\,\mathrm{sgn}\,x$, the static parts combine to $w(q,0)[-\tfrac12\mathrm{sgn}\,x+\theta(x)-n]=w(q,0)(\tfrac12-n)$, and

$$\Sigma_c=\Sigma_c^{COHSEX}-\frac2\pi\!\int\!dq\!\int_0^\infty\!\frac{d\nu}{\pi}\,[w(i\nu)-w(0)]\Big\langle\frac{x}{x^2+\nu^2}\Big\rangle+\frac2\pi\!\int\!dq\,\big\langle[w(|x|)-w(0)][\theta(x)-n]\big\rangle.\tag{7}$$

The angular average in the second term is $(1/4kq)\ln\{[(A+kq)^2+\nu^2]/[(A-kq)^2+\nu^2]\}$, or $A/(A^2+\nu^2)$ at $k=0$. The last term involves only states with energy between $\omega$ and $\varepsilon_F$.

At $(k_F,\varepsilon_F)$, $\theta(x)=n$, the last term vanishes and $\Sigma_c$ is real. It then has a thermodynamic meaning. The RPA correlation energy per volume is $n\varepsilon_c=\int d^3q/(2\pi)^3\int_0^\infty(d\nu/2\pi)[\ln(1-v\chi_0)+v\chi_0]$. Its variation has the integrand $[-v/\epsilon+v]\,\delta\chi_0=-vw\,\delta\chi_0$, and by (2) one electron per unit volume added at $\mathbf k$ contributes $\delta\chi_0=-2\delta/(\nu^2+\delta^2)$ with $\delta=-x$. The result is $-\int d^3q\,v/(2\pi)^3\int_0^\infty(d\nu/\pi)\,w\,x/(x^2+\nu^2)$, the imaginary-axis term. So $\Sigma_c(k_F,\varepsilon_F)=d(n\varepsilon_c)/dn$, the RPA correlation part of the chemical potential.

Equation (7) was integrated by Gauss-Legendre quadrature, on graded panels in $q$ and logarithmic panels in $\nu$. It gives $\Sigma_c(k_F,\varepsilon_F)=-0.05347$ Ha and $\Sigma_c(0,0)=0.11271+0.01680\,i$ Ha. The real totals are $-0.30544+0.11271=-0.19273$ Ha and $-0.15272-0.05347=-0.20619$ Ha, so $D=0.01346$ Ha. Central differences give $Z_0=0.575$ and $Z_F=0.637$. The linearized shift is $0.575\times0.01346\approx0.0077$ Ha, and Brent's method gives the root $E_0=0.0077$ Ha as well.

The imaginary part comes from the last term of (7): the hole decays by exciting particle-hole pairs. Near $E_0$ the inverse Green function is $(\omega-E_0)/Z-i\,\mathrm{Im}\Sigma$ if $\mathrm{Im}\,\Sigma$ is taken as constant across the peak, a Lorentzian of full width $\Gamma=2Z\,\mathrm{Im}\Sigma$. At $E_0$, $Z=0.5758$ and $\mathrm{Im}\,\Sigma=0.01434$ Ha, so $\Gamma=2\times0.5758\times0.01434=0.0165$ Ha $=0.45$ eV.

## Comparison

The bandwidths use 1 Ha $=27.2114$ eV. The third decimal in eV serves to separate the schemes and says nothing of the accuracy of the $GW$ approximation.

| Scheme | Ha | eV | change, eV |
|---|---|---|---|
| free | 0.11510 | 3.132 | 0 |
| Hartree-Fock | 0.26782 | 7.288 | +4.156 |
| COHSEX, RPA | 0.12061 | 3.282 | +0.150 |
| COHSEX, pole | 0.12080 | 3.287 | +0.155 |
| pole, on shell | 0.10364 | 2.820 | −0.312 |
| pole, linearized | 0.10896 | 2.965 | −0.167 |
| pole, full | 0.10888 | 2.963 | −0.169 |
| $G_0W_0$, on shell | 0.10164 | 2.766 | −0.366 |
| $G_0W_0$, linearized | 0.10737 | 2.922 | −0.210 |
| $G_0W_0$, full | 0.10737 | 2.922 | −0.210 |

Hartree-Fock widens the band by a factor $2.33$. Static screening removes all but about 4% of that widening and leaves a band 5% wider than the free one. The two dynamic schemes give bands narrower than the free one, by 5% (pole) and 7% ($G_0W_0$) in the full solution. The choice of convention matters more than the choice between them: the on-shell narrowing is $1/Z_0$ times the linearized one, a factor of $1.87$ for the pole and $1.74$ for $G_0W_0$, while in the full solution pole and $G_0W_0$ differ by $0.04$ eV, one fifth of the $G_0W_0$ narrowing.

The estimate had every sign right and fixed each size only up to a factor. Its exchange scale $4k_F/3\pi$ is $4/3$ of the exact widening $k_F/\pi$, and $Z\approx0.59$ compares with $0.536$ and $0.575$. The static widening, $0.014$ Ha, is about two and a half times the RPA value of $0.0055$ Ha. It rests on an expansion in $q^2/k_{TF}^2$, which does not converge over the range needed, since the transfers reach $(2k_F)^2=8\varepsilon_F=0.92$ bohr$^{-2}$, above $k_{TF}^2=0.61$ bohr$^{-2}$. Its sign is guaranteed when $W(q,0)$ decreases monotonically, as in Thomas-Fermi theory, because a sphere centred on the maximum of $W$ then collects the largest integral. The pole model does not meet that condition here: $W=4\pi(k_F^2/3+q^2/4)/\omega_q^2$ has a slope in $q^2$ at $q=0$ with the sign of $\omega_p^2/4-(k_F^2/3)^2=0.0117-0.0059>0$, so its widening is a computed result for $r_s=4$. The RPA $W(q,0)$ does not strictly meet it either: the logarithmically infinite slope of the static Lindhard function at $2k_F$ makes it rise by about $0.1\%$ within $0.004\,k_F$ of that point, so its widening is also a computed result.

The dynamic estimate, $0.043$ Ha, is $1.4$ times the true second-order coefficient of $0.0311$ Ha ($2.6$ times its part from $q<k_F$, the only range the estimate keeps) and $2.5$ times the full dynamic change of $0.01715$ Ha; the third-order term has the sign that lowers it, but its coefficient, about $-0.037$ Ha, is larger in size than the second-order one, so at $\lambda=1$ partial sums of the series do not approximate the full value. The net estimate $E_0\approx0.017$ Ha rests on a difference of two overestimates and exceeds the pole result by a factor of about $2.7$ and the $G_0W_0$ result by about $2.2$.

Two limits apply to the narrowing itself. In $G_0W_0$ the Lorentzian estimate of the peak width at the band bottom is $0.45$ eV, twice its shift of $0.21$ eV, and $\mathrm{Im}\,\Sigma$ changes from $0.0168$ to $0.0143$ Ha between $\omega=0$ and $E_0$, so the root of the real-part equation does not coincide with the maximum of the spectral function, which the falling $\mathrm{Im}\,\Sigma$ moves about $0.02$ eV higher; the pole model has no width at $E_0$. Further, $D$ is a small remainder: an exchange difference of $-0.1527$ Ha against a correlation difference of $0.11271+0.05347=0.1662$ Ha. A change of 8% in the latter would remove it. Self-consistency and vertex corrections are both absent from (1), and their effect on $D$ is not estimated here, so the table holds for the one-shot scheme only.
